# The mass-variance parameter of a random equal silicon–germanium mixture: a numerical check

```python
"""
Result under test: a random mixture of atoms has the mass-variance parameter
    Gamma = sum_i c_i (1 - m_i/M)^2,   M = sum_i c_i m_i,
which for two species in equal numbers is ((m2-m1)/(m2+m1))^2,
about 0.196 for masses 28.09 u and 72.63 u.
Symbols: c_i number fraction, m_i atomic mass, M mean mass,
e = m/M - 1 relative mass deviation, q phase advance of a wave per site.
A chain of masses and equal springs shows that Gamma sets the power
reflected by random masses when the scattering is weak.
"""
import numpy as np
import sympy as sp


def mass_variance(fractions, masses):
    """Gamma directly from its definition."""
    fractions, masses = np.asarray(fractions), np.asarray(masses)
    mean = np.sum(fractions * masses)
    return np.sum(fractions * (1 - masses / mean) ** 2)


def chain_reflection(deviations, q):
    """Reflected and transmitted power from the chain's equation of motion.

    deviations has shape (rows, sites); outside the row all masses are M.
    The outgoing wave is fixed on the right and followed back to the left.
    """
    rows, sites = deviations.shape
    scaled_frequency_squared = 2 * (1 - np.cos(q))   # M w^2 / K
    right = np.full(rows, np.exp(1j * q * sites))
    here = np.full(rows, np.exp(1j * q * (sites - 1)))
    for j in range(sites - 1, -1, -1):
        factor = 2 - scaled_frequency_squared * (1 + deviations[:, j])
        left = factor * here - right
        right, here = here, left
    # now "right" is the displacement at site 0 and "here" at site -1
    incident = (here - right * np.exp(1j * q)) / (-2j * np.sin(q))
    reflected = (here - right * np.exp(-1j * q)) / (2j * np.sin(q))
    return np.abs(reflected / incident) ** 2, 1 / np.abs(incident) ** 2


m1, m2 = 28.09, 72.63
mean_mass = (m1 + m2) / 2
e1, e2 = m1 / mean_mass - 1, m2 / mean_mass - 1
gamma = ((m2 - m1) / (m2 + m1)) ** 2

# Closed form against the definition and against a sampled random crystal
assert abs(gamma - mass_variance([0.5, 0.5], [m1, m2])) < 1e-12
assert abs(gamma - 0.196) < 0.0005
rng = np.random.default_rng(7)
sample = rng.choice([m1, m2], size=400000)
gamma_sample = np.var(sample) / np.mean(sample) ** 2
assert abs(gamma_sample / gamma - 1) < 0.01          # sampling noise

# General composition, symbolically from the definition
c, a, b = sp.symbols("c a b", positive=True)
M = (1 - c) * a + c * b
definition = (1 - c) * (1 - a / M) ** 2 + c * (1 - b / M) ** 2
assert sp.simplify(definition - c * (1 - c) * (b - a) ** 2 / M ** 2) == 0

# Composition of largest Gamma, by a grid search on the definition
c_peak = m1 / (m1 + m2)
gamma_peak = (m2 - m1) ** 2 / (4 * m1 * m2)
grid = np.linspace(0, 1, 10001)
values = np.array([mass_variance([1 - x, x], [m1, m2]) for x in grid])
assert abs(grid[np.argmax(values)] - c_peak) < 2e-4  # grid spacing 1e-4
assert abs(values.max() - gamma_peak) < 1e-6

# One foreign mass in the chain: equation of motion against the formula
for q_test in (0.05, 0.7, np.pi / 2, 2.5):
    for e in (e1, e2):
        R, T = chain_reflection(np.array([[e]]), q_test)
        x = (e * np.tan(q_test / 2)) ** 2
        assert abs(R[0] - x / (1 + x)) < 1e-10
        assert abs(R[0] + T[0] - 1) < 1e-10

# Many random rows, and one ordered row with the same Gamma
q_long, sites, rows = 0.05, 40, 100000
random_rows = rng.choice([e1, e2], size=(rows, sites))
R_random, T_random = chain_reflection(random_rows, q_long)
assert np.max(np.abs(R_random + T_random - 1)) < 1e-8
R_mean = R_random.mean()
R_law = sites * gamma * np.tan(q_long / 2) ** 2
assert abs(R_mean / R_law - 1) < 0.04   # sampling noise, multiple scattering
ordered_row = np.tile([e1, e2], sites // 2)[None, :]
R_ordered = chain_reflection(ordered_row, q_long)[0][0]
assert R_ordered < 0.1 * R_mean

# Natural isotopes: rounded abundances, mass numbers scaled to element mass
si_share, si_number = np.array([0.922, 0.047, 0.031]), np.array([28, 29, 30])
ge_share = np.array([0.205, 0.274, 0.078, 0.365, 0.078])
ge_number = np.array([70, 72, 73, 74, 76])
assert abs(si_share.sum() - 1) < 1e-12 and abs(ge_share.sum() - 1) < 1e-12
gamma_si = mass_variance(si_share, si_number)
gamma_ge = mass_variance(ge_share, ge_number)
si_mass = si_number * m1 / np.sum(si_share * si_number)
ge_mass = ge_number * m2 / np.sum(ge_share * ge_number)
gamma_all = mass_variance(np.concatenate([si_share, ge_share]) / 2,
                          np.concatenate([si_mass, ge_mass]))
isotope_extra = 0.5 * ((m1 / mean_mass) ** 2 * gamma_si
                       + (m2 / mean_mass) ** 2 * gamma_ge)
assert abs(gamma_all - gamma - isotope_extra) < 1e-12

# Rough size of stiffness disorder: stiffness ~ length^(-6 g)
lattice_si, lattice_ge, gruneisen = 0.543, 0.566, 1.0
length_deviation = (lattice_ge - lattice_si) / (lattice_ge + lattice_si)
stiffness_deviation = 6 * gruneisen * length_deviation

# Weak-scattering law at short wavelength, q = pi/2
R_short = chain_reflection(np.array([[e1], [e2]]), np.pi / 2)[0].mean()
R_short_law = gamma * np.tan(np.pi / 4) ** 2

print(f"light mass m1 = {m1:.2f} u")
print(f"heavy mass m2 = {m2:.2f} u")
print(f"mass difference = {m2 - m1:.2f} u")
print(f"mass sum = {m2 + m1:.2f} u")
print(f"mean mass M = {mean_mass:.2f} u")
print(f"relative deviation, light = {e1:.4f} (pure number)")
print(f"relative deviation, heavy = {e2:.4f} (pure number)")
print(f"Gamma, equal mixture = {gamma:.4f} (pure number)")
print(f"Gamma, rounded = {gamma:.3f} (pure number)")
print(f"Gamma, 400000 sampled atoms = {gamma_sample:.4f} (pure number)")
print(f"heavy fraction at largest Gamma = {c_peak:.3f} (pure number)")
print(f"largest Gamma = {gamma_peak:.4f} (pure number)")
print(f"long wave: phase advance q = {q_long:.2f} rad per site")
print(f"long wave: wavelength = {2 * np.pi / q_long:.0f} sites")
print(f"row length = {sites} sites")
print(f"number of random rows = {rows}")
print(f"random rows: mean reflected power = {R_mean:.5f} of incident")
print(f"random rows: N Gamma tan^2(q/2) = {R_law:.5f} of incident")
print(f"ordered row: reflected power = {R_ordered:.6f} of incident")
print(f"ordered / random reflection = {R_ordered / R_mean:.3f}")
print(f"isotope Gamma inside silicon = {gamma_si:.2e} (pure number)")
print(f"isotope Gamma inside germanium = {gamma_ge:.2e} (pure number)")
print(f"isotope addition to alloy Gamma = {isotope_extra:.2e}")
print(f"alloy Gamma with isotopes = {gamma_all:.4f} (pure number)")
print(f"isotope addition / Gamma = {100 * isotope_extra / gamma:.2f} %")
print(f"rough lattice constant, silicon = {lattice_si:.3f} nm")
print(f"rough lattice constant, germanium = {lattice_ge:.3f} nm")
print(f"rough Grueneisen number g = {gruneisen:.1f}")
print(f"relative length deviation = {length_deviation:.4f}")
print(f"relative stiffness deviation = {stiffness_deviation:.2f}")
print(f"stiffness deviation squared = {stiffness_deviation ** 2:.3f}")
print(f"the same / Gamma = {100 * stiffness_deviation ** 2 / gamma:.0f} %")
print(f"one atom, q = pi/2: full reflection = {R_short:.4f} of incident")
print(f"one atom, q = pi/2: weak law = {R_short_law:.4f} of incident")
print(f"weak law too high by {100 * (R_short_law / R_short - 1):.0f} %")
print("every check passed")
```

It prints:

```
light mass m1 = 28.09 u
heavy mass m2 = 72.63 u
mass difference = 44.54 u
mass sum = 100.72 u
mean mass M = 50.36 u
relative deviation, light = -0.4422 (pure number)
relative deviation, heavy = 0.4422 (pure number)
Gamma, equal mixture = 0.1956 (pure number)
Gamma, rounded = 0.196 (pure number)
Gamma, 400000 sampled atoms = 0.1951 (pure number)
heavy fraction at largest Gamma = 0.279 (pure number)
largest Gamma = 0.2431 (pure number)
long wave: phase advance q = 0.05 rad per site
long wave: wavelength = 126 sites
row length = 40 sites
number of random rows = 100000
random rows: mean reflected power = 0.00487 of incident
random rows: N Gamma tan^2(q/2) = 0.00489 of incident
ordered row: reflected power = 0.000101 of incident
ordered / random reflection = 0.021
isotope Gamma inside silicon = 2.01e-04 (pure number)
isotope Gamma inside germanium = 5.87e-04 (pure number)
isotope addition to alloy Gamma = 6.42e-04
alloy Gamma with isotopes = 0.1962 (pure number)
isotope addition / Gamma = 0.33 %
rough lattice constant, silicon = 0.543 nm
rough lattice constant, germanium = 0.566 nm
rough Grueneisen number g = 1.0
relative length deviation = 0.0207
relative stiffness deviation = 0.12
stiffness deviation squared = 0.015
the same / Gamma = 8 %
one atom, q = pi/2: full reflection = 0.1636 of incident
one atom, q = pi/2: weak law = 0.1956 of incident
weak law too high by 20 %
every check passed
```
